# How ZORA removes the Pauli fall to the centre in p1/2: verification in Python

```python
"""
Result under test (Hartree atomic units, point nucleus V = -Z/r, a = Z/(2c^2)):
the spin-orbit term xi(r) L.S has xi = a/r^3 in the Pauli operator and
xi = a/(r (r+a)^2) in ZORA, i.e. 1/(a r) for r << a. The Pauli operator
p^2/2 + V + xi L.S is unbounded below in p1/2; ZORA is bounded for Z <= c.
K = c^2/(2c^2 - V) is the ZORA kinetic factor, R(r) a radial function,
zeta the exponent of a trial function r exp(-zeta r), gamma = sqrt(1-Z^2/c^2).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh

c = 1 / const.fine_structure
bohr_fm = const.physical_constants["Bohr radius"][0] * 1e15
Z = 80.0
a = Z / (2 * c**2)
gamma = np.sqrt(1 - (Z / c)**2)


def kinetic_factor(r, charge):
    return c**2 / (2 * c**2 + charge / r)


def xi_zora(r, charge):
    length = charge / (2 * c**2)
    return length / (r * (r + length)**2)


def xi_pauli(r, charge):
    return charge / (2 * c**2) / r**3


# Operator identities, from the definition with Pauli matrices
x, y, z = sp.symbols("x y z", real=True)
rho = sp.symbols("rho", positive=True)
rad = sp.sqrt(x**2 + y**2 + z**2)
a_s = sp.Rational(3, 10)
K_s = rad / (2 * (rad + a_s))
point = {x: sp.Rational(2, 5), y: sp.Rational(-3, 10), z: sp.Rational(7, 10)}


def sigma_p(s):
    u, d = s
    return (-sp.I * (sp.diff(u, z) + sp.diff(d, x) - sp.I * sp.diff(d, y)),
            -sp.I * (sp.diff(u, x) + sp.I * sp.diff(u, y) - sp.diff(d, z)))


def l_dot_s(s):
    u, d = s

    def ang(f):
        return (-sp.I * (y * sp.diff(f, z) - z * sp.diff(f, y)),
                -sp.I * (z * sp.diff(f, x) - x * sp.diff(f, z)),
                -sp.I * (x * sp.diff(f, y) - y * sp.diff(f, x)))
    lu, ld = ang(u), ang(d)
    return ((lu[2] + ld[0] - sp.I * ld[1]) / 2,
            (lu[0] + sp.I * lu[1] - ld[2]) / 2)


def value(expr):
    return complex(sp.N(expr.subs(point)))


def zora_kinetic(s):
    return sigma_p(tuple(K_s * f for f in sigma_p(s)))


spinor = (x * sp.exp(-rad) + y * z, z**2 + sp.I * x * y)
left = zora_kinetic(spinor)
ls_part = l_dot_s(spinor)
xi_s = a_s / (rad * (rad + a_s)**2)
for comp in range(2):
    scalar = -sum(sp.diff(K_s * sp.diff(spinor[comp], q), q) for q in (x, y, z))
    assert abs(value(left[comp]) - value(scalar + xi_s * ls_part[comp])) < 1e-10

p_half = (z * sp.exp(-rad), (x + sp.I * y) * sp.exp(-rad))
left = zora_kinetic(p_half)
ls_part = l_dot_s(p_half)
R_s = rho * sp.exp(-rho)
radial = (-sp.diff(rho**2 * rho / (2 * (rho + a_s)) * sp.diff(R_s, rho), rho)
          / rho**2 + R_s / (rho + a_s)**2)
radial = radial.subs(rho, rad)
for comp, angular in enumerate((z / rad, (x + sp.I * y) / rad)):
    assert abs(value(ls_part[comp]) + value(p_half[comp])) < 1e-10
    assert abs(value(left[comp]) - value(radial * angular)) < 1e-10

print(f"Z = {Z:.0f}, c = {c:.6f} a.u., gamma = {gamma:.6f}")
print(f"crossover radius a = {a:.6e} bohr = {a * bohr_fm:.2f} fm")


# Crossover: xi from a numerical derivative of K
def xi_numeric(r):
    h = 1e-4 * r
    return (kinetic_factor(r + h, Z) - kinetic_factor(r - h, Z)) / (h * r)


print("r/a | xi Pauli (a.u.) | xi ZORA (a.u.) | ratio | log slope of ZORA")
for t in (0.01, 0.1, 1.0, 10.0, 100.0):
    r0 = t * a
    step = 1e-3
    slope = (np.log(xi_numeric(r0 * np.exp(step)))
             - np.log(xi_numeric(r0 * np.exp(-step)))) / (2 * step)
    ratio = xi_numeric(r0) / xi_pauli(r0, Z)
    assert abs(xi_numeric(r0) / xi_zora(r0, Z) - 1) < 1e-6
    assert abs(ratio / (t / (1 + t))**2 - 1) < 1e-6
    assert abs(slope - (-1 - 2 * t / (1 + t))) < 1e-5
    print(f"{t:6.2f} | {xi_pauli(r0, Z):.4e} | {xi_numeric(r0):.4e}"
          f" | {ratio:.6f} | {slope:.4f}")

# Radial quadrature on a logarithmic grid, trapezoidal rule in ln r
dx = 0.02
r = np.exp(np.arange(np.log(1e-12), np.log(8.0), dx))


def basis(zetas):
    zetas = np.atleast_1d(zetas)[:, None]
    norm = np.sqrt((2 * zetas)**5 / 24)
    e = np.exp(-zetas * r)
    return norm * r * e, norm * (1 - zetas * r) * e


def matrices(zetas, kin, so):
    R, dR = basis(zetas)
    K = kinetic_factor(r, Z) if kin == "ZORA" else 0.5 * np.ones_like(r)
    xi = xi_zora(r, Z) if so == "ZORA" else xi_pauli(r, Z)
    potential = 2 * K / r**2 - xi - Z / r
    w = r**3 * dx
    H = (dR * (K * w)) @ dR.T + (R * (potential * w)) @ R.T
    S = (R * w) @ R.T
    return (H + H.T) / 2, (S + S.T) / 2


def trial_energy(zeta, model):
    H, S = matrices(zeta, model, model)
    return H[0, 0] / S[0, 0]


print("trial r exp(-zeta r): zeta (1/bohr) | E Pauli | E ZORA (hartree)")
for zeta in (Z / 2, 1 / a, 10 / a, 100 / a):
    e_p, e_z = trial_energy(zeta, "Pauli"), trial_energy(zeta, "ZORA")
    formula = zeta**2 / 2 - Z * zeta / 2 - a * zeta**3 / 3
    assert abs(e_p - formula) < 1e-7 * (zeta**2 + a * zeta**3)
    print(f"{zeta:.4e} | {e_p:.5e} | {e_z:.5e}")
tight = 1e4 / a
assert abs(trial_energy(tight, "ZORA") / ((c**2 / Z - Z / 2) * tight) - 1) < 0.01

zeta_min, zeta_top = (1 - gamma) / (2 * a), (1 + gamma) / (2 * a)
e_min, e_top = trial_energy(zeta_min, "Pauli"), trial_energy(zeta_top, "Pauli")
for f in (0.98, 1.02):
    assert trial_energy(f * zeta_min, "Pauli") > e_min
    assert trial_energy(f * zeta_top, "Pauli") < e_top
print(f"Pauli local minimum: zeta = {zeta_min:.3f} 1/bohr, E = {e_min:.3f} hartree")
print(f"Pauli barrier top: zeta = {zeta_top:.3f} 1/bohr, E = {e_top:.1f} hartree")

# Four combinations of kinetic energy and spin-orbit function
limits = (1e3, 1e4, 1e5)
lowest = {}
print("lowest p1/2 eigenvalue (hartree), largest zeta = 1e3, 1e4, 1e5 1/bohr")
for kin in ("Pauli", "ZORA"):
    for so in ("Pauli", "ZORA"):
        levels = []
        for top in limits:
            count = int(round(5 * np.log10(top / 10))) + 1
            zetas = 10 * 10**(np.arange(count) / 5)
            H, S = matrices(zetas, kin, so)
            levels.append(eigh(H, S, eigvals_only=True)[0])
        lowest[kin, so] = levels
        label = "p^2/2" if kin == "Pauli" else "ZORA"
        print(f"kinetic {label}, spin-orbit {so}: "
              + ", ".join(f"{e:.7g}" for e in levels))
        if so == "Pauli":
            assert levels[0] < 0
            assert levels[1] / levels[0] > 500 and levels[2] / levels[1] > 500
        else:
            assert abs(levels[2] / levels[1] - 1) < 1e-4

# Independent energy: closed Dirac level, rescaled to ZORA
e_dirac = c**2 * (1 / np.sqrt(1 + (Z / c)**2 / (1 + gamma)**2) - 1)
e_scaled = 2 * c**2 * e_dirac / (2 * c**2 + e_dirac)
e_zora = lowest["ZORA", "ZORA"][-1]
assert abs(e_zora / e_scaled - 1) < 1e-4
print(f"Dirac 2p1/2 energy without rest energy = {e_dirac:.5f} hartree")
print(f"ZORA 2p1/2 from rescaled Dirac energy = {e_scaled:.5f} hartree")
print(f"ZORA 2p1/2 from diagonalization = {e_zora:.5f} hartree")
print(f"relative difference = {abs(e_zora / e_scaled - 1):.1e}")

# Lower bound and the integral identity behind it
for zeta in (40.0, 1 / a, 30 / a):
    R, dR = basis(zeta)
    R, dR = R[0], dR[0]
    weight = kinetic_factor(r, Z) * r**2
    square = np.sum(weight * (dR + R / r)**2 * r) * dx
    kinetic = np.sum(weight * dR**2 * r) * dx
    hardy = np.sum(a * r / (2 * (r + a)**2) * R**2 * r) * dx
    assert abs(kinetic - hardy - square) < 1e-8 * kinetic
U = (1 + a / (2 * r)) / (r + a)**2 - Z / r
assert U[0] > 0 and U.min() < e_scaled and U.min() < e_zora
print(f"lower bound on ZORA p1/2 energies = {U.min():.3f} hartree"
      f" (minimum of U at r = {r[U.argmin()]:.4f} bohr)")


# Short-range exponent from the radial equation for q = d ln R / d ln r
def exponent(ls):
    def rhs(t, q):
        s = np.exp(t)
        K = kinetic_factor(s, Z)
        pot = 2 * K / s**2 + ls * xi_zora(s, Z) - Z / s
        return -q**2 - q * (1 + a / (s + a)) + s**2 * pot / K
    sol = solve_ivp(rhs, (np.log(1e-14 * a), np.log(1e-6 * a)), [0.0],
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y[0, -1]


for name, ls, kappa in (("p1/2", -1.0, 1), ("p3/2", 0.5, -2)):
    found = exponent(ls)
    expected = -1 + np.sqrt(kappa**2 - (Z / c)**2)
    assert abs(found - expected) < 1e-4
    print(f"{name} ZORA exponent: integrated {found:.5f}, formula {expected:.5f}")


# Log-periodic trial function near the origin, below and above Z = c
def squeezed_energy(charge, start):
    k = 0.5
    t = np.linspace(0, np.pi / k, 20001)
    h = t[1] - t[0]
    s = start * np.exp(t)
    R = np.sin(k * t) / s
    R_t = (k * np.cos(k * t) - np.sin(k * t)) / s
    K = kinetic_factor(s, charge)
    pot = 2 * K / s**2 - xi_zora(s, charge) - charge / s
    f = K * s * R_t**2 + pot * s**3 * R**2
    g = s**3 * R**2
    return (np.sum(f) - (f[0] + f[-1]) / 2) / (np.sum(g) - (g[0] + g[-1]) / 2) * h / h


print("ZORA energy of squeezed trial, inner radius 1e-7 a and 1e-8 a (hartree)")
for charge in (80.0, 160.0):
    length = charge / (2 * c**2)
    e1 = squeezed_energy(charge, 1e-7 * length)
    e2 = squeezed_energy(charge, 1e-8 * length)
    assert abs(e2 / e1 - 10) < 0.1
    assert (e1 > 0) == (charge < c)
    print(f"Z = {charge:.0f}: {e1:.4e}, {e2:.4e}")

print("done: every assertion held")
```

It prints:

```
Z = 80, c = 137.035999 a.u., gamma = 0.811906
crossover radius a = 2.130054e-03 bohr = 112.72 fm
r/a | xi Pauli (a.u.) | xi ZORA (a.u.) | ratio | log slope of ZORA
  0.01 | 2.2040e+11 | 2.1606e+07 | 0.000098 | -1.0198
  0.10 | 2.2040e+08 | 1.8215e+06 | 0.008264 | -1.1818
  1.00 | 2.2040e+05 | 5.5101e+04 | 0.250000 | -2.0000
 10.00 | 2.2040e+02 | 1.8215e+02 | 0.826446 | -2.8182
100.00 | 2.2040e-01 | 2.1606e-01 | 0.980296 | -2.9802
trial r exp(-zeta r): zeta (1/bohr) | E Pauli | E ZORA (hartree)
4.0000e+01 | -8.45441e+02 | -8.85330e+02
4.6947e+02 | 1.79551e+04 | 3.17291e+04
4.6947e+03 | -6.26355e+07 | 7.79213e+05
4.6947e+04 | -7.23677e+10 | 8.98097e+06
Pauli local minimum: zeta = 44.152 1/bohr, E = -852.492 hartree
Pauli barrier top: zeta = 425.319 1/bohr, E = 18807.6 hartree
lowest p1/2 eigenvalue (hartree), largest zeta = 1e3, 1e4, 1e5 1/bohr
kinetic p^2/2, spin-orbit Pauli: -986964.2, -2.041274e+09, -2.152202e+12
kinetic p^2/2, spin-orbit ZORA: -840.2371, -840.2372, -840.2372
kinetic ZORA, spin-orbit Pauli: -1745241, -2.156514e+09, -2.164459e+12
kinetic ZORA, spin-orbit ZORA: -926.9382, -927.1732, -927.1806
Dirac 2p1/2 energy without rest energy = -904.84778 hartree
ZORA 2p1/2 from rescaled Dirac energy = -927.18571 hartree
ZORA 2p1/2 from diagonalization = -927.18057 hartree
relative difference = 5.5e-06
lower bound on ZORA p1/2 energies = -1849.358 hartree (minimum of U at r = 0.0200 bohr)
p1/2 ZORA exponent: integrated -0.18809, formula -0.18809
p3/2 ZORA exponent: integrated 0.91290, formula 0.91290
ZORA energy of squeezed trial, inner radius 1e-7 a and 1e-8 a (hartree)
Z = 80: 2.3557e+10, 2.3557e+11
Z = 160: -7.3348e+08, -7.3346e+09
done: every assertion held
```
